# Scattering Poles and Resonance Widths of a Cluster of Spherical Potentials, part 2

An electron of mass $m$ and energy $E=\hbar^2\kappa^2/2m$ moves among $N$ non-overlapping spheres of radius $a$ at distinct $\mathbf R_n$. Real spherical potentials $V_n$ act inside, only on $l\le l_{\max}$. SI units; $L=(l,m)$, $h_l=j_l+iy_l$, $J_L=j_lY_L$, $H_L=h_lY_L$, $u=\cos\theta$.

Poles have outgoing amplitudes $c\ne0$ with $Mc=0$, $M=t^{-1}-g=-\kappa\cot\delta-(g-i\kappa)$. Outside the spheres $\psi=-i\kappa\sum c_{nL}H_L(\mathbf r-\mathbf R_n)$; at sphere $n$ its partial waves are $b_{nL}j_l-i\kappa c_{nL}h_l$, $b=gc$, so $\psi=0$ there forces $c_{nL}=0$ (step 3). With regular interior solution $u_l$, $W[u,f]=uf'-u'f$ at $r=a$ and $t_l=B_l/A_l$, matching requires

$$A_l\,c_{nL}=B_l\,(gc)_{nL},\qquad A_l=i\kappa W[u_l,h_l],\quad B_l=W[u_l,j_l].\tag{11}$$

Here $g^{nn}=0$, $g^{nm}=-i\kappa K[h]^{nm}$, $\mathbf R=\mathbf R_n-\mathbf R_m$,

$$K[f]^{nm}_{LL'}=i^{\,l-l'}\sum_\lambda(2\lambda+1)\,i^\lambda f_\lambda(\kappa R)\int d\hat{\mathbf k}\,Y_L^*\,P_\lambda(\hat{\mathbf k}\cdot\hat{\mathbf R})\,Y_{L'} .\tag{7}$$

For real $\kappa>0$, with $\phi_{nL}=i^{-l}e^{-i\mathbf k\cdot\mathbf R_n}Y_L(\hat{\mathbf k})$,

$$\frac{(g-i\kappa)-(g-i\kappa)^\dagger}{2i}=-\kappa S,\qquad S^{nm}_{LL'}=\int d\hat{\mathbf k}\,\phi^*_{nL}\,\phi_{mL'} .\tag{8}$$

$S$ is positive definite with eigenvalues at most $N$; $c^\dagger Sc$ measures radiated flux. Hence no pole has real $\kappa>0$. Complex $\kappa$ remains.

The plane-wave expansion, whose derivation gives $\int_{-1}^1P_le^{izu}du=2i^lj_l(z)$, is

$$e^{i\mathbf k\cdot\mathbf r}=4\pi\sum_Li^lJ_L(\mathbf r)Y^*_L(\hat{\mathbf k}).\tag{4}$$

The example is two square wells on the $z$ axis: $V_0=1.15\times10^{-17}$ J, $a=1.0\times10^{-10}$ m, $d=3.0\times10^{-10}$ m, $l_{\max}=2$. Three such wells (the trimer) serve for tests. At $E_0$, $\cot\delta_2=0$, $\kappa=\kappa_0$, $x_0=\kappa_0a$; nearby $-\kappa\cot\delta_2\approx\beta(E-E_0)$. The frozen single-well width is $\Gamma_0=2\kappa_0/\beta$. With $x=\kappa a$, $E_u=\hbar^2/2ma^2$, a scaling estimate gave

$$\Gamma_0\sim\hbar\,\frac{\hbar x^6}{9m\kappa a^3}=\frac{2E_u\,x^5}{9}.\tag{3}$$

It also guessed pair widths of $0.6$ to $1.4\,\Gamma_0$ from interference $\sim1/\kappa_0d$, and shifts of order $0.9(\Gamma_0/2)$ from $105/(\kappa_0d)^5$.

**$\operatorname{Im}\kappa>0$.** Let $c\ne0$ solve (11). Build $\psi$ in all space as follows: the sum of Hankel waves outside the spheres, multiples of $u_lY_L$ inside for $l\le l_{\max}$, and the free waves $b_{nL}J_L$ inside for $l>l_{\max}$, where the potential does not act. The last series converges because $a$ is smaller than every distance between sites. Value and normal derivative are continuous on each sphere, by (11) for low $l$ and trivially for high $l$. The function is not zero, by step 3 above applied just outside a sphere. It decays as $e^{-r\operatorname{Im}\kappa}/r$. It obeys $\nabla^2\psi=(2m/\hbar^2)(\hat V-E)\psi$, where $\hat V=\sum_nV_n(r)\Pi_n$ and $\Pi_n$ projects on $l\le l_{\max}$ inside sphere $n$. Green's identity over a ball of radius $\rho$ reads

$$\oint(\psi^*\partial_r\psi-\psi\,\partial_r\psi^*)\,dA=\int(\psi^*\nabla^2\psi-\psi\nabla^2\psi^*)\,d^3r=\frac{2m}{\hbar^2}\,2i\left[\operatorname{Im}\!\int\psi^*\hat V\psi-\operatorname{Im}E\int|\psi|^2\right].$$

The sphere surfaces contribute nothing, by continuity. The left side vanishes as $\rho\to\infty$. The angular projector commutes with $V_n(r)$, so

$$\operatorname{Im}E\int|\psi|^2d^3r=\sum_n\int\operatorname{Im}V_n\,|\Pi_n\psi|^2d^3r .\tag{12}$$

For real $V$, $\operatorname{Im}E=0$. With $\kappa=\kappa_1+i\kappa_2$, $\operatorname{Im}E=\hbar^2\kappa_1\kappa_2/m$, and $\kappa_2>0$ forces $\kappa_1=0$. The only poles above the axis are bound states, $\kappa=i\gamma$, $E<0$.

**Result.** Every pole with $\operatorname{Re}\kappa>0$ has $\operatorname{Im}\kappa<0$, and therefore $\operatorname{Im}E=\hbar^2\kappa_1\kappa_2/m<0$. The map $\kappa\to E$ is two to one. The half plane $\operatorname{Im}\kappa>0$ is the physical sheet of $E$, and these poles lie on the second sheet, reached by crossing the positive real axis from above. Writing $E=E_r-i\Gamma/2$, the factor $|e^{-iEt/\hbar}|^2=e^{-\Gamma t/\hbar}$ decays with lifetime $\tau=\hbar/\Gamma$. Below the axis $\psi$ grows as $e^{|\kappa_2|r}$, the surface term survives, and (12) does not forbid these poles. The threshold $\kappa=0$ is outside the argument, since $S$ enters multiplied by $\kappa$.

**Mirror poles.** The phrase "lower half plane" needs the condition $\operatorname{Re}\kappa>0$ when it refers to $E$. The finite form $h_l(z)=(-i)^{l+1}(e^{iz}/z)\sum_{k=0}^l\frac{(l+k)!}{k!\,(l-k)!}(i/2z)^k$ gives, on conjugation and with $w=-z^*$, $h_l(z)^*=i^{l+1}(-1)(e^{iw}/w)\sum_k\frac{(l+k)!}{k!\,(l-k)!}(i/2w)^k=(-1)^lh_l(w)$. Also $Y_{lm}^*=(-1)^mY_{l,-m}$. For real $V$ the conjugate $\psi^*$ is thus again a sum of Hankel waves, at wave number $-\kappa^*$, matched to regular interior solutions at energy $E^*$. So $-\kappa^*$ is a pole. It lies below the real $\kappa$ axis but has $\operatorname{Im}E>0$, on the second sheet. Poles on the negative imaginary $\kappa$ axis (virtual states) are not excluded either.

**When it fails.** With gain, $\operatorname{Im}V>0$, equation (12) allows square-integrable growing states with $\operatorname{Im}E>0$. The number of zeros of $\det(A-Bg)$ inside a contour, when it is analytic inside and on the contour and nonzero on it, equals the change of its phase divided by $2\pi$. For the three real wells the count in $0.1<\operatorname{Re}\kappa a<3$, $0\le\operatorname{Im}\kappa a<3$ is tested to be 0. With $\operatorname{Im}V=6.0\times10^{-19}$ J added inside the wells, the count above the axis near $\kappa_0$ is tested to be positive and comes out as 15, which equals three sites times five $d$ functions. For one well with this gain the pole has $\operatorname{Im}E=3.002\times10^{-19}$ J and the weight inside the sphere is $0.50040$. Equation (12) requires $6.0\times10^{-19}\times0.50040=3.002\times10^{-19}$ J, and the program asserts this equality.

### Widths of narrow resonances

Near $E_0$, keep only the fast variation: $M(E)\approx M_0+\beta(E-E_0)\Pi_d$, with $M_0=M(E_0)$ and $\Pi_d$ the projector on the $d$ channels. Split $c=(c_d,c_o)$, where $o$ denotes the $s$ and $p$ channels. The block $M_{oo}$ has a positive definite anti-Hermitian part and is therefore invertible. The $o$ rows give $c_o=-M_{oo}^{-1}M_{od}c_d$. The $d$ rows then give

$$[\Sigma+\beta(E-E_0)]c_d=0,\qquad\Sigma=M_{dd}-M_{do}M_{oo}^{-1}M_{od}.$$

So $E=E_0-\sigma/\beta$, with $\sigma$ an eigenvalue of $\Sigma$. The imaginary part of $c^\dagger M_0c+\beta(E-E_0)|c_d|^2=0$ is

$$\operatorname{Im}E=-\frac{\kappa_0}{\beta}\,\frac{c^\dagger Sc}{|c_d|^2}=-\frac{\Gamma_0}{2}\,\frac{c^\dagger Sc}{|c_d|^2}<0.\tag{13}$$

In this frozen model the Gram matrix fixes both sign and size: the width is $\Gamma_0$ times the radiated flux per unit resonant amplitude. If the $o$ channels are dropped, the bound on $S$ gives $0<\Gamma\le N\Gamma_0$.

For the error, let $\sigma$ depend on energy. Then $E-E_0=-[\sigma_0+\sigma'(E-E_0)]/\beta=-\sigma_0/\beta+\sigma_0\sigma'/\beta^2+\dots$, so the absolute error in $E$ is $O(\beta^{-2})=O(\Gamma_0^2)$ at fixed $\kappa_0$ and geometry. The program tests this in one channel of the pair, for an exactly linear $-\kappa\cot\delta$ with large $\beta$. Halving the width divides the error by $4.005$. Curvature of the true $-\kappa\cot\delta_2$ adds a term of the same order, if the ratio of curvature to $\beta$ stays finite.

### Part (c): the pair of wells

The well has $V_0/E_u=18.84$. The root of $W[u_2,y_2]$ is $\kappa_0=8.6914\times10^9$ m$^{-1}$, and $E_0=x_0^2E_u=0.75540\times6.10426\times10^{-19}=4.6112\times10^{-19}$ J $=2.878$ eV. The slope is $\beta=2.9295\times10^{29}$ m$^{-1}$J$^{-1}$, so

$$\Gamma_0=\frac{2\times8.6914\times10^{9}}{2.9295\times10^{29}}=5.934\times10^{-20}\ \text{J}=0.370\ \text{eV}.$$

The exact single-well pole, the zero of $A_2$, is $(4.568-0.2885\,i)\times10^{-19}$ J. The frozen half-width $2.967\times10^{-20}$ J exceeds the exact one by 2.8% of the latter. The background channels have $\kappa\cot\delta_0=-3.02\times10^{10}$ m$^{-1}$ and $\kappa\cot\delta_1=-5.41\times10^{10}$ m$^{-1}$. These are several times $\kappa_0$, so both channels scatter weakly but not negligibly.

**Symmetry.** Put $\mathbf R_{1,2}=\mp(d/2)\hat{\mathbf z}$. In (7), $P_\lambda(\hat{\mathbf k}\cdot\hat{\mathbf z})$ does not depend on the azimuth, so $m$ is conserved. The labels $\sigma,\pi,\delta$ stand for $|m|=0,1,2$, and the last two are doubly degenerate. Under inversion $H_L(-\mathbf r-\mathbf R_1)=(-1)^lH_L(\mathbf r-\mathbf R_2)$, so a state of parity $p=\pm1$ ($g$ or $u$) has $c_{2L}=p(-1)^lc_{1L}$. The site-1 rows become $t_l^{-1}c_{1L}=p\sum_{l'}g^{12}_{LL'}(-1)^{l'}c_{1L'}$. The site-2 rows repeat them, because $g^{21}_{LL'}=(-1)^{l+l'}g^{12}_{LL'}$, which follows from $P_\lambda(-u)=(-1)^\lambda P_\lambda(u)$ and even $l+l'+\lambda$. The blocks have sizes 3, 2 and 1, and each has one $d$ channel.

For two sites $S$ has unit diagonal blocks and off-diagonal block $S^{12}$, so its eigenvalues are $1\pm s_i$, with $s_i$ the singular values of $S^{12}$. The printed extremes $2.13\times10^{-5}$ and $1.99998$ add to 2, and the trace is $2\times9=18$.

**The $\delta$ block in closed form.** Integrating $|Y_{22}|^2=(15/32\pi)(1-u^2)^2$ over the azimuth gives $(15/16)(1-u^2)^2$. With $\xi=\kappa d$ and $f=(1-u^2)^2$, the overlap is $S^{12}_{22,22}=(15/16)\int f\cos\xi u\,du$, the sine part being odd. Both $f$ and $f'$ vanish at $u=\pm1$, so two partial integrations give $-\xi^{-2}\int f''\cos\xi u\,du$. Now $f''=12u^2-4=8P_2$, and $\int P_2e^{i\xi u}du=2i^2j_2(\xi)$ from the derivation of (4). Hence

$$S^{12}_{22,22}=\frac{15}{16}\cdot\frac{16\,j_2(\xi)}{\xi^2}=\frac{15\,j_2(\xi)}{\xi^2}.$$

As $\xi\to0$, $j_2\to\xi^2/15$ and the overlap tends to 1, giving frozen widths $2\Gamma_0$ and $0$ through (13), valid only while the near-field shift, which grows as $\xi^{-5}$ in units of $\Gamma_0$, stays small against $E_0$. At large $\xi$ it falls as $\xi^{-3}$. At $\xi=2.6074$ it is $0.5972$, and (13) gives $\Gamma=5.934\times10^{-20}\times1.5972=9.48\times10^{-20}$ J for $\delta_g$ and $5.934\times10^{-20}\times0.4028=2.39\times10^{-20}$ J for $\delta_u$.

**Exact poles.** The zero of the determinant of (11) in each block was found by Newton iteration from the frozen value. As a sample conversion, $\delta_u$ has $\kappa a=0.89298-0.01294\,i$. Its square is $0.797413-0.000167-2(0.89298)(0.01294)\,i=0.79725-0.02311\,i$, and multiplying by $E_u$ gives $(4.867-0.141\,i)\times10^{-19}$ J.

| state | $E$ ($10^{-19}$ J) | $E_r$ (eV) | $\Gamma$ (eV) | $\tau$ ($10^{-15}$ s) |
|---|---|---|---|---|
| $\sigma_g$ | $3.845-0.213\,i$ | 2.400 | 0.265 | 2.48 |
| $\sigma_u$ | $5.594-0.534\,i$ | 3.492 | 0.667 | 0.99 |
| $\pi_g$ | $5.732-0.339\,i$ | 3.577 | 0.423 | 1.55 |
| $\pi_u$ | $3.805-0.119\,i$ | 2.375 | 0.149 | 4.42 |
| $\delta_g$ | $4.265-0.393\,i$ | 2.662 | 0.491 | 1.34 |
| $\delta_u$ | $4.867-0.141\,i$ | 3.038 | 0.176 | 3.74 |

Each $\kappa$, and its mirror $-\kappa^*$, is tested to make the full $18\times18$ matrix singular. With degeneracies the table holds $1+1+2+2+2+2=10$ poles. The contour count in $|\operatorname{Re}\kappa a-x_0|<0.25$, $-0.2<\operatorname{Im}\kappa a<0$ is also 10, so none is missing from that box. Further, much broader poles lie outside it; in $0.05<\operatorname{Re}\kappa a<2.8$, $-1<\operatorname{Im}\kappa a<0$ the one nearest the real axis is a $\sigma_u$ pole at $\kappa a\approx1.51-0.53\,i$. The table is exact for the model truncated at $l_{\max}=2$. For wells acting on all partial waves the last digit changes: raising $l_{\max}$ to 4, beyond which the values no longer move at this precision, lowers $E_r$ by $0.001$ to $0.009\times10^{-19}$ J (most for $\sigma_u$, which goes to $5.585-0.532\,i$) and changes $\operatorname{Im}E$ by at most $0.002\times10^{-19}$ J.

## Comparison

**What the estimate guessed correctly.** The divergent near-field part $\kappa K[y]$ is Hermitian for all $l$, the radiative part is an overlap bounded by $N$, and the limits $2\Gamma_0$ and $0$ at small $\kappa d$ appear explicitly in the frozen widths of the $\delta$ block. The estimate could not show that no combination of channels reaches zero width, nor say anything about complex $\kappa$ far from the axis. The first needed the independence of the $\phi_{nL}$, and the second needed (12).

**Single-well width.** Equation (3) gave $6.7\times10^{-20}$ J against $\Gamma_0=5.93\times10^{-20}$ J, high by 13% of $\Gamma_0$. Since the stored probability was set to $a^3$ without calculation and $x_0$ is not small, this closeness is partly accidental.

**Shifts.** Equation (7) supplies the angular factors that scaling leaves open. For $l=l'=2$ the $\lambda=4$ term of the Hermitian part is $\kappa C_my_4(\xi)$ with $C_m=9\int|Y_{2m}|^2P_4$. The azimuthal integrals of $|Y_{2m}|^2$ are $(5/8)(3u^2-1)^2$, $(15/4)u^2(1-u^2)$ and $(15/16)(1-u^2)^2$. Only their $u^4$ coefficients $45/8$, $-15/4$, $15/16$ project on $P_4$. Since $u^4=(8/35)P_4+\dots$ and $\int P_4^2=2/9$, one has $9\int u^4P_4=16/35$, so $C_m=18/7,\,-12/7,\,3/7$. From $\beta(E-E_0)=p\,g^{12}-i\kappa_0$ the shift is $p\,C_my_4\,\Gamma_0/2$. With only the leading term $-105/\xi^5=-0.87$ of $y_4$, as in the estimate (the full value is $y_4(2.607)=-1.51$), this is $-2.2p$, $+1.5p$, $-0.37p$ in units of $\Gamma_0/2=2.967\times10^{-20}$ J. The frozen shifts, for example $(3.8714-4.6112)\times10^{-19}/2.967\times10^{-20}=-2.49$ for $\sigma_g$, are $-2.49$ and $+3.57$ for $\sigma_g,\sigma_u$, then $+3.34$ and $-3.07$ for $\pi_g,\pi_u$, and $\mp0.90$ for $\delta_g,\delta_u$. All six signs agree, and the magnitudes are low by factors between 1.1 and 2.4. In the $\delta$ block there is no other channel, so the whole gap from 0.37 to 0.90 comes from the higher terms of $y_4$ and from $\lambda=0,2$. Without $s$ and $p$ channels the $g$ and $u$ shifts would be opposite and equal, so the asymmetry in $\sigma$ and $\pi$ is due to those channels.

**Widths.** The estimate gave $0.6$ to $1.4$ in units of $\Gamma_0$. The table lists the frozen factor $c^\dagger Sc/|c_d|^2$, the ratio of exact to frozen width, and the fifth power of the ratio of wave numbers.

| state | frozen $\Gamma/\Gamma_0$ | exact/frozen | $(\operatorname{Re}\kappa/\kappa_0)^5$ |
|---|---|---|---|
| $\sigma_g$ | 0.930 | 0.77 | 0.64 |
| $\sigma_u$ | 0.991 | 1.82 | 1.63 |
| $\pi_g$ | 0.713 | 1.60 | 1.73 |
| $\pi_u$ | 0.860 | 0.47 | 0.62 |
| $\delta_g$ | 1.597 | 0.83 | 0.83 |
| $\delta_u$ | 0.403 | 1.18 | 1.14 |

The frozen factors span $0.40$ to $1.60$, somewhat wider than estimated, and the extremes belong to $\delta$, whose overlap $0.60$ exceeds $1/\kappa_0d=0.38$. The $1/\kappa d$ law of the estimate does not describe this channel at any distance. One partial integration of the $d$–$d$ overlap $\int w(u)\cos\xi u\,du$, with $w$ the azimuthal integral of $|Y_{2m}|^2$, gives the leading term $2w(1)\sin\xi/\xi$. This is $5\sin\xi/\xi$ for $\sigma$ and vanishes for $\pi$ and $\delta$, where $w(1)=0$. The $\delta$ overlap $15j_2/\xi^2$ starts at 1 for small $\xi$, is still descending from that value at $\xi=2.6$, and falls as $\xi^{-3}$ at large $\xi$. With $d$ channels alone each $g,u$ pair of factors would be $1\pm s$ and add to 2. The $\delta$ pair does so. The $\sigma$ pair adds to $1.92$ and the $\pi$ pair to $1.57$, and the deficit comes from the admixed $s$ and $p$ amplitudes.

The exact widths span $0.149/0.370=0.40$ to $0.667/0.370=1.80$ in units of $\Gamma_0$, but their order differs from the frozen one. The widest state is $\sigma_u$, not $\delta_g$, and the narrowest is $\pi_u$, not $\delta_u$. The frozen real parts are within 3% of the exact $E_r$, while the frozen widths are off by $-45\%$ ($\sigma_u$) to $+114\%$ ($\pi_u$) of the exact widths. The frozen model needs $|E-E_0|\ll E_0$, and here the exact shift reaches $(5.732-4.611)/4.611=24\%$ of $E_0$. Every state shifted up is wider than its frozen value, and every state shifted down is narrower. The last column shows that the barrier factor $x^5$ of (3), evaluated at the shifted wave number, has the same direction and a similar size. That this factor is the main cause is a conjecture. It was not tested, and it ignores the change of $S$ and of the $s,p$ admixture with energy, which may account for the remaining differences. The sign of the widths does not depend on it, since it is fixed for the frozen poles by (13) and for the exact poles by (8) and (12).

## Calculated quantities

```
a = 1.00e-10 m, d = 3.00e-10 m, V0 = 1.150e-17 J, lmax = 2
Eu = hbar^2/(2 m a^2) = 6.10426e-19 J, V0/Eu = 18.8393
kappa0 = 8.69141e+09 1/m, kappa0 a = 0.86914, kappa0 d = 2.60742
E0 = 4.61119e-19 J = 2.8781 eV
beta = 2.92953e+29 1/(m J)
Gamma0 = 2 kappa0/beta = 5.93365e-20 J = 0.3703 eV
kappa cot(delta) at E0: l=0 -3.0216e+10 1/m, l=1 -5.4083e+10 1/m
single-well pole E = 4.56826e-19 -2.88503e-20i J
dimer S eigenvalues: min 2.1258e-05, max 1.99998, trace 18.00000
dimer min eig S, lmax=0..3: 8.047e-01, 2.382e-02, 2.126e-05, 3.160e-09
delta overlap 15 j2/(kd)^2 = 0.59724
trimer sites (m): (-1.5e-10,-1.0e-10,3.0e-11) (1.6e-10,-8.0e-11,-4.0e-11) (1.0e-11,1.9e-10,6.0e-11)
trimer S eigenvalues: min 2.8627e-05, max 2.99109
trimer, g alone, anti-Hermitian range: -1.7305e+10 to 8.6912e+09 1/m
ball overlap, rho = 2.0e-08 m: max deviation from S 1.92e-03
trimer poles, 0.1<Re ka<3, 0<=Im ka<3, real wells: 0
gain Im V = 6.0e-19 J: trimer poles, |Re ka-k0a|<0.4, 0<Im ka<0.6: 15
gain, single-well pole E = 5.11402e-19 +3.00237e-19i J, inside weight 0.50040
frozen error ratio on halving the width: 4.005
sigma_g: cSc/|c_d|^2 = 0.93024, frozen E = 3.8714e-19 -2.7599e-20i J
  exact ka = 0.79393 -0.02192i, E = 3.8448e-19 -2.1250e-20i J
  Re E = 2.3997 eV, Gamma = 4.2501e-20 J = 0.2653 eV, tau = 2.4813e-15 s
sigma_u: cSc/|c_d|^2 = 0.99104, frozen E = 5.6714e-19 -2.9403e-20i J
  exact ka = 0.95838 -0.04565i, E = 5.5940e-19 -5.3411e-20i J
  Re E = 3.4915 eV, Gamma = 1.0682e-19 J = 0.6667 eV, tau = 9.8722e-16 s
pi_g: cSc/|c_d|^2 = 0.71275, frozen E = 5.6011e-19 -2.1146e-20i J
  exact ka = 0.96943 -0.02866i, E = 5.7317e-19 -3.3923e-20i J
  Re E = 3.5775 eV, Gamma = 6.7845e-20 J = 0.4235 eV, tau = 1.5544e-15 s
pi_u: cSc/|c_d|^2 = 0.86029, frozen E = 3.7003e-19 -2.5523e-20i J
  exact ka = 0.78962 -0.01238i, E = 3.8051e-19 -1.1934e-20i J
  Re E = 2.3749 eV, Gamma = 2.3868e-20 J = 0.1490 eV, tau = 4.4183e-15 s
delta_g: cSc/|c_d|^2 = 1.59724, frozen E = 4.3434e-19 -4.7387e-20i J
  exact ka = 0.83673 -0.03849i, E = 4.2646e-19 -3.9319e-20i J
  Re E = 2.6618 eV, Gamma = 7.8639e-20 J = 0.4908 eV, tau = 1.3410e-15 s
delta_u: cSc/|c_d|^2 = 0.40276, frozen E = 4.8790e-19 -1.1949e-20i J
  exact ka = 0.89298 -0.01294i, E = 4.8666e-19 -1.4108e-20i J
  Re E = 3.0375 eV, Gamma = 2.8215e-20 J = 0.1761 eV, tau = 3.7376e-15 s
dimer poles, |Re ka-k0a|<0.25, -0.2<Im ka<0: 10
```
